# Electron Wind on an Impurity from Partial-Wave Phase Shifts: a numerical check

```python
"""Electron-wind valence of an impurity from partial-wave phase shifts.

Results under test (e > 0, force on impurity F = Z_w e E):
  sigma_tr = (4 pi/k^2) sum_l (l+1) sin^2(delta_l - delta_{l+1})
  Z_w = - hbar k_F sigma_tr(k_F) / (e^2 rho)
delta_l: phase shifts; k_F: Fermi wave number; rho: host resistivity.
Model impurity: V(r) = -Z exp(-kappa r)/r in Hartree atomic units
(hbar = m = e = 1), kappa fixed by the Friedel condition.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn, eval_legendre

L_MAX = 12
ELL = np.arange(L_MAX + 1)
CHARGE = 1.0
MU, W_MU = np.polynomial.legendre.leggauss(40)
X_RAD, W_RAD = np.polynomial.legendre.leggauss(240)


def potential(r, kappa):
    return -CHARGE * np.exp(-kappa * r) / r


def potential_slope(r, kappa):
    return CHARGE * np.exp(-kappa * r) * (1 / r**2 + kappa / r)


def scatter(k, kappa):
    """Radial nodes, weights, waves of unit asymptotic amplitude, phases."""
    r_start, r_end = 1e-4, 25 / kappa
    half = (r_end - r_start) / 2
    r = r_start + half * (X_RAD + 1)
    count = L_MAX + 1
    centrifugal = ELL * (ELL + 1.0)

    def rhs(radius, y):
        factor = (centrifugal / radius**2
                  + 2 * potential(radius, kappa) - k**2)
        return np.concatenate((y[count:], factor * y[:count]))

    slope = (ELL + 1) / r_start - CHARGE / (ELL + 1)
    start = np.concatenate((np.ones(count), slope))
    points = np.append(r, r_end)
    sol = solve_ivp(rhs, (r_start, r_end), start, method="DOP853",
                    t_eval=points, rtol=1e-10, atol=1e-12)
    assert sol.success
    u, du = sol.y[:count], sol.y[count:]
    x = k * points[None, :]
    order = ELL[:, None]
    j, y = spherical_jn(order, x), spherical_yn(order, x)
    dj = k * (j + x * spherical_jn(order, x, derivative=True))
    dy = k * (y + x * spherical_yn(order, x, derivative=True))
    cos_part = (u * dy - du * x * y) / k
    sin_part = (u * dj - du * x * j) / k
    # following the phase outward from r = 0 fixes its absolute branch
    delta = np.unwrap(np.arctan2(sin_part, cos_part), axis=1)[:, -1]
    amplitude = np.hypot(sin_part, cos_part)[:, -1]
    return r, half * W_RAD, u[:, :-1] / amplitude[:, None], delta


def pair_terms(k, delta):
    following = np.append(delta[1:], 0.0)
    return (4 * np.pi / k**2 * (np.arange(len(delta)) + 1)
            * np.sin(delta - following)**2)


def differential(k, delta, cosine):
    amp = sum((2 * l + 1) * np.exp(1j * d) * np.sin(d)
              * eval_legendre(l, cosine) for l, d in enumerate(delta)) / k
    return np.abs(amp)**2


def operator_force(k, kappa, data):
    """Mean of dV/dz in the full scattering state, unit incident density."""
    r, weight, u, delta = data
    coefficient = (2 * ELL + 1) * (1j)**ELL * np.exp(1j * delta)
    legendre = eval_legendre(ELL[:, None], MU[None, :])
    psi = (coefficient[:, None] * u / (k * r)).T @ legendre
    angular = (np.abs(psi)**2) @ (W_MU * MU)
    return 2 * np.pi * np.sum(weight * r**2
                              * potential_slope(r, kappa) * angular)


def displaced_charge(k, kappa):
    return 2 / np.pi * np.sum((2 * ELL + 1) * scatter(k, kappa)[3])


# ---- model host and impurity
r_s = 3.0
rho_si = 5e-8
current_density = 1e10
a0 = const.physical_constants["Bohr radius"][0]
density = 3 / (4 * np.pi * r_s**3)
k_f = (3 * np.pi**2 * density)**(1 / 3)
kappa = brentq(lambda q: displaced_charge(k_f, q) - CHARGE, 0.5, 3.0,
               xtol=1e-9)
data = scatter(k_f, kappa)
r, weight, u, delta = data
terms = pair_terms(k_f, delta)
sigma_tr = terms.sum()

# ---- angular definition against the phase-difference sum
rng = np.random.default_rng(4)
for phases in (delta, rng.uniform(-2, 2, 8)):
    by_angle = 2 * np.pi * np.sum(
        W_MU * (1 - MU) * differential(k_f, phases, MU))
    assert np.isclose(by_angle, pair_terms(k_f, phases).sum(), rtol=1e-10)
sigma_total = 2 * np.pi * np.sum(W_MU * differential(k_f, delta, MU))

# ---- force operator against momentum transfer k * v * sigma_tr
force_direct = operator_force(k_f, kappa, data)
force_formula = k_f**2 * sigma_tr
assert np.isclose(force_direct, force_formula, rtol=1e-5)
for l in range(4):
    radial = np.sum(weight * potential_slope(r, kappa) * u[l] * u[l + 1])
    expected = k_f**2 / 2 * np.sin(delta[l] - delta[l + 1])
    assert np.isclose(radial, expected, rtol=1e-5, atol=1e-8)

# ---- Pauli blocking drops out for an anisotropic occupation
occupation = 1 / (1 + np.exp(0.3 - 0.8 * MU))
phi = 2 * np.pi * np.arange(64) / 64
sine = np.sqrt(1 - MU**2)
cosine = (MU[:, None, None] * MU[None, :, None]
          + sine[:, None, None] * sine[None, :, None] * np.cos(phi))
rate = differential(k_f, delta, np.clip(cosine, -1, 1)).sum(axis=2)
rate *= 2 * np.pi / 64
blocked = np.einsum("i,j,ij,ij,i,j->", W_MU, W_MU, rate,
                    MU[:, None] - MU[None, :], occupation, 1 - occupation)
unblocked = sigma_tr * np.sum(W_MU * MU * occupation)
assert np.isclose(blocked, unblocked, rtol=1e-7)

# ---- absolute s-wave phase from levels in a hard-walled sphere
box, basis_size = 30.0, 300
xb, wb = np.polynomial.legendre.leggauss(900)
rb, wb = box * (xb + 1) / 2, box * wb / 2
wave = np.arange(1, basis_size + 1) * np.pi / box
sines = np.sqrt(2 / box) * np.sin(wave[:, None] * rb)
hamiltonian = (np.diag(wave**2 / 2)
               + (sines * (wb * potential(rb, kappa))) @ sines.T)
levels = np.linalg.eigvalsh(hamiltonian)
index = int(np.argmin(np.abs(levels - k_f**2 / 2)))
k_box = np.sqrt(2 * levels[index])
delta_box = (index + 1) * np.pi - k_box * box
delta_wave = scatter(k_box, kappa)[3][0]
# tolerance: the sine basis converges slowly at the 1/r singularity
assert abs(delta_box - delta_wave) < 2e-3

# ---- wind valence from a displaced Fermi sphere and operator forces
rho_au = rho_si / (const.hbar * a0 / const.e**2)
tau = 1 / (density * rho_au)
shift = 0.01 * k_f
field = shift / tau
offsets = np.array([-0.01, 0.0, 0.01])
forces = [operator_force(k_f * (1 + s), kappa,
                         scatter(k_f * (1 + s), kappa)) for s in offsets]
force_fit = np.polyfit(offsets, forces, 2)
edge = shift * MU + np.sqrt(k_f**2 - shift**2 * (1 - MU**2))
inner = k_f - shift
xg, wg = np.polynomial.legendre.leggauss(8)
shell = []
for outer in edge:
    kk = inner + (outer - inner) * (xg + 1) / 2
    values = kk**2 * np.polyval(force_fit, kk / k_f - 1)
    shell.append((outer - inner) / 2 * np.sum(wg * values))
wind_force = 2 / (2 * np.pi)**3 * 2 * np.pi * np.sum(W_MU * MU * shell)
z_sphere = -wind_force / field

k_si = k_f / a0
sigma_si = sigma_tr * a0**2
wind_scale = const.hbar * k_si / (const.e**2 * rho_si)
z_wind = -wind_scale * sigma_si
# tolerance: finite displacement leaves a relative error of order 1e-4
assert np.isclose(z_sphere, z_wind, rtol=2e-3)

# ---- numbers for the worked example
n_si = density / a0**3
tau_si = const.m_e / (n_si * const.e**2 * rho_si)
v_si = const.hbar * k_si / const.m_e
path = v_si * tau_si
rho_one_percent = const.m_e * v_si * sigma_si * 0.01 / const.e**2
field_si = rho_si * current_density
force_si = z_wind * const.e * field_si
sigma_s = 4 * np.pi / k_f**2 * np.sin(delta[0])**2

print(f"density parameter r_s = {r_s:.1f} a0")
print(f"host resistivity = {rho_si * 1e8:.1f} microohm cm")
print(f"impurity excess charge = {CHARGE:.0f} e")
print(f"electron density = {n_si:.4e} m^-3")
print(f"Fermi wave number = {k_f:.5f} a0^-1")
print(f"Fermi wave number = {k_si:.4e} m^-1")
print(f"Fermi velocity = {v_si:.4e} m/s")
print(f"relaxation time = {tau_si * 1e15:.3f} fs")
print(f"mean free path = {path * 1e9:.3f} nm")
print(f"screening constant kappa = {kappa:.5f} a0^-1")
for l in range(6):
    print(f"delta_{l} = {delta[l]:.6f} rad")
print(f"delta_{L_MAX} (last kept) = {delta[-1]:.2e} rad")
friedel = 2 / np.pi * np.sum((2 * ELL + 1) * delta)
print(f"Friedel sum = {friedel:.6f} electrons")
for l in range(5):
    print(f"pair ({l},{l + 1}) part of sigma_tr = {terms[l]:.5f} a0^2")
print(f"sigma_tr = {sigma_tr:.4f} a0^2")
print(f"sigma_tr = {sigma_si:.4e} m^2")
print(f"total cross-section = {sigma_total:.4f} a0^2")
print(f"s-wave-only cross-section = {sigma_s:.4f} a0^2")
print(f"operator force, unit density = {force_direct:.6f} a.u.")
print(f"k v sigma_tr, unit density = {force_formula:.6f} a.u.")
print(f"blocked momentum transfer = {blocked:.6f} a0^2")
print(f"unblocked momentum transfer = {unblocked:.6f} a0^2")
print(f"lowest s level in box = {levels[0]:.5f} hartree")
print(f"box-test wave number = {k_box:.5f} a0^-1")
print(f"delta_0 from box level = {delta_box:.5f} rad")
print(f"delta_0 from radial wave = {delta_wave:.5f} rad")
print(f"wind valence, formula = {z_wind:.3f}")
print(f"wind valence, displaced sphere = {z_sphere:.3f}")
print(f"valence if total used = {-wind_scale * sigma_total * a0**2:.3f}")
print(f"valence if s wave only = {-wind_scale * sigma_s * a0**2:.3f}")
print(f"impurity resistivity at n_i/n = 0.01: "
      f"{rho_one_percent * 1e8:.4f} microohm cm")
print(f"current density = {current_density:.1e} A/m^2")
print(f"electric field = {field_si:.1f} V/m")
print(f"wind force = {force_si:.4e} N")
print(f"wind force = {force_si / const.e * 1e-3:.3f} microeV/nm")
print("all tests passed")
```

It prints:

```
density parameter r_s = 3.0 a0
host resistivity = 5.0 microohm cm
impurity excess charge = 1 e
electron density = 5.9668e+28 m^-3
Fermi wave number = 0.63972 a0^-1
Fermi wave number = 1.2089e+10 m^-1
Fermi velocity = 1.3995e+06 m/s
relaxation time = 11.895 fs
mean free path = 16.647 nm
screening constant kappa = 1.13146 a0^-1
delta_0 = 1.168834 rad
delta_1 = 0.101876 rad
delta_2 = 0.014731 rad
delta_3 = 0.002498 rad
delta_4 = 0.000448 rad
delta_5 = 0.000083 rad
delta_12 (last kept) = 7.86e-10 rad
Friedel sum = 1.000000 electrons
pair (0,1) part of sigma_tr = 23.54926 a0^2
pair (1,2) part of sigma_tr = 0.46521 a0^2
pair (2,3) part of sigma_tr = 0.01379 a0^2
pair (3,4) part of sigma_tr = 0.00052 a0^2
pair (4,5) part of sigma_tr = 0.00002 a0^2
sigma_tr = 24.0288 a0^2
sigma_tr = 6.7287e-20 m^2
total cross-section = 26.9942 a0^2
s-wave-only cross-section = 26.0067 a0^2
operator force, unit density = 9.833566 a.u.
k v sigma_tr, unit density = 9.833566 a.u.
blocked momentum transfer = 3.042916 a0^2
unblocked momentum transfer = 3.042916 a0^2
lowest s level in box = -0.00052 hartree
box-test wave number = 0.58826 a0^-1
delta_0 from box level = 1.20179 rad
delta_0 from radial wave = 1.20199 rad
wind valence, formula = -66.836
wind valence, displaced sphere = -66.834
valence if total used = -75.084
valence if s wave only = -72.337
impurity resistivity at n_i/n = 0.01: 3.3418 microohm cm
current density = 1.0e+10 A/m^2
electric field = 500.0 V/m
wind force = -5.3541e-15 N
wind force = -33.418 microeV/nm
all tests passed
```
